# Two Reasons a Pseudopotential Misses the Field Gradient at Chlorine

A calculation on a chloride uses a neon-core effective core potential (ECP), and the chlorine quadrupole coupling is wanted. One can evaluate the field-gradient operator on the pseudo-density, rebuild the inner parts of the valence orbitals around a frozen core first, or treat the core electrons explicitly. The choice depends on two errors: the valence $\langle r^{-3}\rangle$ is wrong, and the core cannot deform. Both are sized below for Cl⁻ and HCl in restricted Hartree–Fock, with the numerical check.

## The quantity and the three levels

Atomic units are used, with Cl at the origin and H on $+z$. A unit charge at $\mathbf r$ gives the potential $1/d$ at $\mathbf s$, with $d=|\mathbf s-\mathbf r|$. Then $\partial_{s_z}d^{-1}=-(s_z-z)/d^3$ and $\partial^2_{s_z}d^{-1}=-d^{-3}+3(s_z-z)^2/d^5$, which at $\mathbf s=0$ is $(3z^2-r^2)/r^5$. Charge at the origin adds an isotropic contact term, which drops out because a nuclear quadrupole couples to the traceless part. With electron charge $-1$ and density matrix $D$,

$$q=\frac{2}{R^3}+\operatorname{Tr}DQ,\qquad Q=-\frac{3\cos^2\theta-1}{r^3},$$

where the first term is the proton at $z=R$, since $(3R^2-R^2)/R^5=2/R^3$. A spherical density gives zero, because $3\cos^2\theta-1$ averages to zero over the sphere. Axial symmetry and zero trace give $\phi_{xx}=-q/2$ for the traceless part, so $q=\tfrac23(\phi_{zz}-\phi_{xx})$, which can be evaluated by finite differences of the potential $\phi$.

Three calculations are compared. AE and FC are nonrelativistic with a point nucleus, while the ECP parameters carry scalar-relativistic effects from the data they were fitted to. AE relaxes all orbitals. FC freezes 1s2s2p to the orbitals of spherical Cl⁻ and relaxes the valence orthogonal to them. ECP uses ccECP or BFD. Adding and subtracting $q_{FC}$,

$$q_{AE}-q_{ECP}=\underbrace{(q_{FC}-q_{ECP})}_{\text{failure 1}}+\underbrace{(q_{AE}-q_{FC})}_{\text{failure 2}} .$$

Each term depends on a total density and on the frozen subspace, so mixing occupied orbitals among themselves does not change the split. Failure 1 also collects anything else by which an ECP differs from frozen-core Hartree–Fock; the radial split below shows where the difference sits.

The basis is uncontracted and even-tempered, 13s12p5d2f on Cl and 5s2p on H (99 functions; 84 for the ECP, exponents above 120 dropped), and $R=2.4$ bohr is a rounded rough experimental length. The operator gives $q_{AE}=3.5549$ au, the finite difference 3.5546 au, and the proton supplies 0.1447 au. The digits quoted below belong to this basis and are not converged: a larger set (13s14p7d4f on Cl, 5s2p1d on H) lowers $q_{AE}$ by 0.03 au and $q_{FC}$ by 0.01 au, so failure 2 moves from 10.0% to 9.6% of $q_{AE}$ and failure 1 from 84.0% to 84.5%.

## Failure 1: the valence $r^{-3}$ average

### Angular factors

For $p_z$ the angular density is $\tfrac{3}{4\pi}c^2$ with $c=\cos\theta$, so $\langle c^2\rangle=\tfrac32\int_{-1}^1c^4\,dc=\tfrac35$ and $\langle 3c^2-1\rangle=\tfrac45$. A full p shell is spherical and $p_x$, $p_y$ are equivalent, so each has $-\tfrac25$. With the sign of $Q$,

$$\langle p_z|Q|p_z\rangle=-\tfrac45\langle r^{-3}\rangle,\qquad\langle p_x|Q|p_x\rangle=+\tfrac25\langle r^{-3}\rangle .$$

Elements between different p components vanish in the azimuthal integral. For the 3p orbital of Cl⁻, radial quadrature gives $\langle r^{-3}\rangle=5.7474$ bohr⁻³, and $-0.8\times5.7474=-4.5979$, $0.4\times5.7474=2.2990$ au match the analytic integrals.

In the molecule, project each occupied orbital on the real $l=1$ harmonics at radius $r$, square, and sum with occupations to get $n_x,n_y,n_z(r)$. The volume element $r^2dr$ times $r^{-3}$ gives the Townes–Dailey form

$$q_{pp}=\tfrac45\int\frac{dr}{r}\Big[\tfrac12(n_x+n_y)-n_z\Big].$$

A deficit along the bond makes $q_{pp}$ positive.

### Why a smooth potential has a small $\langle r^{-3}\rangle$

Take a local potential $V$ less singular than $r^{-2}$ and the radial equation $-\tfrac12u''+Wu=\varepsilon u$ with $W=V+l(l+1)/2r^2$. Multiply by $u'$, use $u'u''=\tfrac12(u'^2)'$ and $uu'=\tfrac12(u^2)'$, and integrate the $W$ term by parts:

$$-\tfrac14\big[u'^2\big]_0^\infty+\tfrac12\big[Wu^2\big]_0^\infty-\tfrac12\int W'u^2dr=\tfrac{\varepsilon}{2}\big[u^2\big]_0^\infty .$$

A bound state vanishes at infinity. At the origin $u\sim r^{l+1}$, so $u'^2$ and $Wu^2$ go as $r^{2l}$ and vanish for $l>0$; for $l=0$ the term $u'(0)^2$ survives. Hence $\langle W'\rangle=0$, and $W'=V'-l(l+1)/r^3$ gives

$$l(l+1)\langle r^{-3}\rangle=\Big\langle\frac{dV}{dr}\Big\rangle .$$

The $r^{-3}$ average is the mean inward force needed to balance the centrifugal push. An eigenvalue samples $V$, this average samples $V'$, and near a real nucleus $V'\approx Z/r^2$. A semilocal ECP acts on one $l$ channel as a radial potential built without that force.

The identity is tested to 1% on the model $V=-(1+16e^{-1.5r})/r$ and on a partner $V\,[1-e^{-(r/0.7)^2}]+Ae^{-(r/0.7)^2}$, with $A=-2.725$ Ha tuned so that its lowest p level equals the second p level of $V$, $-1.9679$ Ha. The Coulombic state has $\langle r^{-3}\rangle=29.462$ against $\langle V'\rangle/2=29.463$ bohr⁻³; the nodeless state has 3.102 on both sides. Equal eigenvalues go with a factor $29.46/3.10=9.5$. The model is far more tightly bound than Cl⁻ and shows the mechanism, not the size. In Hartree–Fock the left side of the radial equation gains the nonlocal term $-Ku$, and the same steps add $2\int u'Ku\,dr$ to the right of the identity; that term is not evaluated here.

### Size in Cl⁻

The 3p orbital has one node, at 0.531 bohr, as orthogonality to the nodeless 2p requires a sign change. The lobe inside it holds 2.5% of the norm and 94.7% of $\langle r^{-3}\rangle$. A nodeless pseudo-orbital therefore changes a small part of the charge and most of the average. The ccECP eigenvalue is $-0.1506$ Ha against $-0.1507$ Ha, yet

$$\kappa=\frac{\langle r^{-3}\rangle_{AE}}{\langle r^{-3}\rangle_{PS}}=\frac{5.7474}{0.4298}=13.37 ,$$

and BFD gives 13.25.

The simplest repair restores the node by orthogonalising the pseudo-orbital $\varphi$ to the true 2p orbital $\chi$. With $s=\langle\chi|\varphi\rangle$ the norm of $\varphi-s\chi$ is $1-2s^2+s^2=1-s^2$, so

$$\langle r^{-3}\rangle_\perp=\frac{\langle r^{-3}\rangle_{PS}-2s\langle\chi|r^{-3}|\varphi\rangle+s^2\langle r^{-3}\rangle_{2p}}{1-s^2}.$$

For ccECP, $|s|=0.2059$ and $s^2\langle r^{-3}\rangle_{2p}=0.0424\times100.4=4.26$ dominates the numerator. The result, 4.105 bohr⁻³, is 71% of the all-electron value.

### Size and location in HCl

Split $q$ at $r_c=1.5$ bohr, counting the proton outside.

| au | $q$ | inside | outside | $q_{pp}$ inside |
|---|---|---|---|---|
| FC | 3.1981 | 3.1142 | 0.0839 | 3.1638 |
| ccECP | 0.2111 | 0.1270 | 0.0841 | 0.1925 |
| BFD | 0.2157 | 0.1315 | 0.0842 | 0.1961 |

Failure 1 is $3.1981-0.2111=2.9870$ au for ccECP, 84.0% of $q_{AE}$. The outside parts differ by 0.0002 au (the test allows 5% of failure 1), so the error lies inside $r_c$. The valence structure is reproduced: the HOMO, a nonbonding lone-pair level, is $-0.4772$ Ha against $-0.4778$ Ha in AE, and the p hole inside $r_c$, $h=\int_0^{r_c}r^2[\tfrac12(n_x+n_y)-n_z]\,dr$, which measures the imbalance between the p populations across and along the bond, is 0.1991 e against 0.2007 e in FC.

Suppose the bracket has the shape of the ion's radial 3p density $R_p^2$, whose norm inside $r_c$ is $N_{in}$. Then the bracket is $(h/N_{in})R_p^2$ and $q_{pp}=\tfrac45h\langle r^{-3}\rangle_{in}/N_{in}$. If $h$ and $N_{in}$ agree between FC and ECP, the ratio of the $q_{pp}$ is $\kappa_{in}$, the ratio of the ionic averages cut at $r_c$. The common shape is an approximation. Only the ratio is tested, not the shape or the absolute $q_{pp}$ it implies, and the test demands a factor of 1.5. The output is closer: $3.1638/0.1925=16.44$ against $\kappa_{in}=15.92$.

The remainder inside $r_c$ does not scale: it is $3.1142-3.1638=-0.050$ au in FC and $0.1270-0.1925=-0.066$ au in ccECP. Rescaling the p–p part alone gives $0.084-0.066+15.92\times0.1925=3.08$ au, about 4% below $q_{FC}$ and 13% below $q_{AE}$.

## Linear response

Both the Sternheimer factor and failure 2 follow from one linear equation. Let $i,j$ be occupied and $a,b$ empty real orthonormal orbitals, $D=2\sum_i|i\rangle\langle i|$ and $F=h_1+J-\tfrac12K$. Rotate to first order, $|i\rangle\to|i\rangle+\sum_bx_{ib}|b\rangle$ and $|a\rangle\to|a\rangle-\sum_jx_{ja}|j\rangle$, the minus sign preserving orthogonality. Then $\delta D=2\sum x_{jb}(|b\rangle\langle j|+|j\rangle\langle b|)$. Inserting this in $J_{ai}=\sum(ai|pq)D_{pq}$ gives $4\sum x_{jb}(ia|jb)$, as both terms are equal. Inserting it in $K_{ai}=\sum(ap|qi)D_{pq}$ gives $2\sum x_{jb}[(ab|ij)+(aj|ib)]$. The rotation of bra and ket adds $\sum_bF_{ab}x_{ib}-\sum_jF_{ij}x_{ja}$. Self-consistency requires the new $F_{ai}$ to vanish:

$$g+Hx=0,\qquad H_{ia,jb}=\delta_{ij}F_{ab}-\delta_{ab}F_{ij}+4(ia|jb)-(ib|ja)-(ij|ab),$$

where $g_{ia}$ is the occupied–empty element before the rotation. $H$ is symmetric. The two terms of $\delta D$ contribute equally to the gradient, so

$$\delta q=\operatorname{Tr}\delta D\,Q=4Q^{T}x=-4Q^{T}H^{-1}g .$$

## The Sternheimer factor of Cl⁻

A distant source produces $\phi_{ext}=q_{ext}(2z^2-x^2-y^2)/4$, which has $\phi_{zz}=q_{ext}$ and zero Laplacian. An electron has energy $-\phi_{ext}=q_{ext}w$ with $w=-(3z^2-r^2)/4$, so $g=q_{ext}w$. Defining the total gradient as $(1-\gamma_\infty)q_{ext}$ means $\delta q=-\gamma_\infty q_{ext}$, and

$$\gamma_\infty=4Q^TH^{-1}w .$$

Negative $\gamma_\infty$ is antishielding. The definition needs sources outside the ion's charge cloud and does not apply to the proton in HCl. Freezing orbitals deletes their $x_{ia}$, so $\gamma_{FC}$ uses the valence block $H_{vv}$. The formula gives $\gamma_{AE}=-68.85$ and $\gamma_{FC}=-61.85$; self-consistent calculations at $q_{ext}=2\times10^{-4}$ au give $-68.98$ and $-61.96$, within 0.2% of the response values (a one-sided difference, tested to 1%). These values are not converged in the basis: the larger set gives $\gamma_{AE}\approx-69.1$ and $\gamma_{FC}\approx-62.5$, a difference of $-6.6$ instead of $-7.0$. The small d and f channels below move most (1s→d from 0.05 to 0.3, 3p→f from 0.37 to 0.65), so their digits serve only the bookkeeping.

In the spherical ion the sum splits by occupied shell and by the $l$ of the empty orbital. An $l=2$ operator of even parity connects s to d and p to p or f. The valence channels are 3s→d $+0.274$, 3p→p $-62.685$, 3p→f $+0.370$, and the core channels 1s→d $+0.048$, 2s→d $+0.421$, 2p→p $-7.759$, 2p→f $+0.480$. The 3p→p channel is $62.685/68.851=91\%$ of the total. The large antishielding of this ion thus comes from the deformation of the valence shell. A neon-core ECP keeps that shell, which does not mean it keeps the antishielding.

The outer response, summed over all channels and not resolved by channel, indicates that the ECP reproduces the deformation. By the Hellmann–Feynman theorem $dE/dq_{ext}=\operatorname{Tr}Dw=4w^Tx$, the spherical term being zero, so $\chi=-d^2E/dq_{ext}^2=4w^TH^{-1}w$. The ccECP value, 33.06 au, is 1.5% below the all-electron 33.57 au. Both numbers serve only for this comparison: the basis has no diffuse f functions and few diffuse d functions, so they are too small as estimates of the ion's quadrupole response. The larger basis, with more diffuse d and f functions, nearly doubles both, to about 63 au, and keeps them within 1% of each other. The same deformation read through $Q$ gives $\gamma_{ECP}=-3.04$, with 3p→p reduced to $-4.096$, a factor 15.3 comparable to $\kappa=13.4$. Of the lost $-65.8$, failure 1 accounts for $-61.846+3.037=-58.81$, or 89%, and failure 2 for $-7.005$.

The core block alone gives $4Q_c^TH_{cc}^{-1}w_c=-0.836$, while the four core channels sum to $-6.810$. The block structure explains the gap. With $y=H^{-1}w$, the core rows read $H_{cc}y_c+H_{cv}y_v=w_c$, so

$$4Q_c^Ty_c=4Q_c^TH_{cc}^{-1}w_c-4Q_c^TH_{cc}^{-1}H_{cv}y_v .$$

The first term is $-0.836$, and the second is therefore $-6.810+0.836=-5.974$. The block $H_{cv}$ holds two-electron integrals and no Fock term, because canonical orbitals have $F_{ij}=0$ for $i\ne j$. The core's net contribution to $\gamma_\infty$ comes mainly through the Coulomb and exchange field of the deformed valence shell: that part is $5.974/0.836\approx7$ times the part driven directly by the outer source. The ratio compares net contributions to $\gamma_\infty$, not the strengths of the driving fields. The valence channels sum to $-62.041$, so the core acts back on them by $-62.041+61.846=-0.195$, and $-6.810-0.195=-7.005$. Taking the core-block value $-0.836$ as the missing core response would give 12% of it. This value is not the Sternheimer factor of a free Cl⁷⁺ ion, whose orbitals differ and whose 3s and 3p levels are empty.

## Failure 2 in HCl

At the FC solution the valence is stationary against the empty orbitals, so $g_{ia}=F_{ia}$ vanishes for valence $i$ (tested to $10^{-5}$) and survives for core $i$. Core–valence mixing leaves $D$ unchanged. To first order in the rotation,

$$q_{AE}-q_{FC}\approx-4Q^TH^{-1}g=-4\sum_{i\in core}\sum_a z_{ia}F_{ia},\qquad z=H^{-1}Q,$$

the second form following from the symmetry of $H$. It reads as the response $z$ of the electrons to the nuclear quadrupole, contracted with the unbalanced field the molecule exerts on the spherical core.

The difference of two SCF calculations is $3.5549-3.1981=0.3568$ au, and the formula gives 0.3568 au. Its terms $4Q_{ia}x_{ia}$ sum to $-0.0052$ (1s), $-0.0208$ (2s), $+0.3753$ (2p) and $+0.0074$ au (valence back-response). The s shells shield weakly and 2p antishields, the same pattern of signs as in the ion. Failure 2 is 10.0% of $q_{AE}$, and $R_{eff}=1-q_{AE}/q_{FC}=-0.11$. Freezing the core of spherically averaged neutral Cl instead gives $q_{FC}=3.1942$ au, a shift of 0.004 au or about 1% of failure 2, so the split is insensitive to this choice.

An ECP is a fixed spherical operator without the variables $x_{ia}$ for core $i$, and a reconstruction of valence orbitals around a frozen spherical core aims at $q_{FC}$. Neither supplies this term. The statement concerns the Hamiltonian, so it holds for any wavefunction method built on it, quantum Monte Carlo included. The percentages are Hartree–Fock values for this molecule and basis; correlation and relativity are not assessed.

The amplification by the core is $q_{AE}/q_{FC}=1.1116$ in HCl and $(1-\gamma_{AE})/(1-\gamma_{FC})=69.851/62.846=1.1115$ in the ion. The test asks for agreement within 0.1, and agreement to the fourth decimal is not derived and should not be relied on; the larger basis gives 1.106 and 1.104. The similarity is not explained here, and the two amplifications are not composed alike. The bare proton lies outside the core, and its gradient acting through the core block gives an estimated $0.836\times0.1447\approx0.12$ au, a third of failure 2, whereas in the ion the directly driven part is 12%.

## Weighing the choices

With 1 au $=9.717\times10^{21}$ V/m², $q_{AE}=34.5\times10^{21}$ V/m². The coupling constant is $234.965$ MHz times $q$ in au times the moment in barn. With the rough moment $-0.082$ b for ³⁵Cl, $234.965\times(-0.082)\times3.5549=-68.5$ MHz; FC gives $-61.6$, ccECP $-4.1$ and BFD $-4.2$ MHz. The moment has two figures and the larger basis shifts the AE value by 0.6 MHz, so the last digit serves only to compare levels.

The raw pseudo-density returns $0.2111/3.5549=6\%$ of $q_{AE}$, and two different ECPs agree with each other to 0.005 au, so their agreement is no evidence of accuracy. A perfect frozen-core reconstruction would reach 90%. For an error below about 10% of the Hartree–Fock $q_{AE}$ in this molecule, the response of the core, chiefly 2p, has to be supplied. It can come from explicit electrons or from the contraction $-4z^Tg$ evaluated with all-electron orbitals. It can also be added empirically by multiplying $q_{FC}$ by the amplification of about 1.11 taken from the ion, which works for HCl ($3.1981\times1.1115=3.555$ au) but whose transferability is not derived here.

## Calculated quantities

```
model: eps = -1.9679 Ha; smooth partner width 0.7 bohr, height A = -2.725 Ha
model Coulombic 3p: <r^-3> = 29.4622, <V'>/2 = 29.4627 bohr^-3
model smooth nodeless p: <r^-3> = 3.1017, <V'>/2 = 3.1017 bohr^-3
R = 2.4 bohr, r_c = 1.5 bohr, basis size AE = 99
q_AE: operator 3.5549 au, finite difference 3.5546 au; proton part 0.1447 au
Cl- AE: eps_3p = -0.1507 Ha; HCl AE HOMO = -0.4778 Ha
Cl- AE <r^-3>: 2p 100.43, 3p 5.7474, 3p inside r_c 5.6740 bohr^-3
<pz|Q|pz> = -4.5979 au, <px|Q|px> = 2.2990 au
3p node 0.531 bohr; inside it: norm 2.52 %, <r^-3> 94.7 %
HCl FC: q = 3.1981, in 3.1142, out 0.0839, p-p in 3.1638 au
HCl FC: p hole inside r_c = 0.2007 e
ccecp: basis 84, eps_3p(Cl-) = -0.1506, HOMO(HCl) = -0.4772 Ha
ccecp: <r^-3> = 0.4298 bohr^-3, kappa = 13.371, kappa inside r_c = 15.918
ccecp: |<2p|ps>| = 0.2059, orthogonalised <r^-3> = 4.1051 bohr^-3
ccecp: q = 0.2111, in 0.1270, out 0.0841, p-p in 0.1925 au
ccecp: p hole inside r_c = 0.1991 e, p-p ratio FC/ECP = 16.439
bfd: basis 84, eps_3p(Cl-) = -0.1493, HOMO(HCl) = -0.4759 Ha
bfd: <r^-3> = 0.4337 bohr^-3, kappa = 13.253, kappa inside r_c = 15.745
bfd: |<2p|ps>| = 0.2066, orthogonalised <r^-3> = 4.0770 bohr^-3
bfd: q = 0.2157, in 0.1315, out 0.0842, p-p in 0.1961 au
bfd: p hole inside r_c = 0.2010 e, p-p ratio FC/ECP = 16.132
finite external gradient q_ext = 0.0002 au
gamma AE: response -68.851, finite field -68.981
gamma FC: response -61.846, finite field -61.962
gamma core block only -0.836; gamma ccECP -3.037
AE core channels: 1s->d 0.048, 2s->d 0.421, 2p->p -7.759, 2p->f 0.480
AE valence channels: 3s->d 0.274, 3p->p -62.685, 3p->f 0.370
ccECP channels: 3s->d 0.597, 3p->p -4.096, 3p->f 0.462
3p->p ratio AE/ccECP = 15.305
chi = -d2E/dq_ext2: AE 33.568, ccECP 33.060 au
gamma lost: failure 1 -58.809, failure 2 -7.005
q_AE - q_FC: SCF 0.3568 au, linear response 0.3568 au
  parts: 1s -0.0052, 2s -0.0208, 2p 0.3753, valence 0.0074 au
q_FC with spherical neutral-Cl core = 3.1942 au
R_eff = -0.1116; q_AE/q_FC = 1.1116; (1-gAE)/(1-gFC) = 1.1115
ccecp: failure 1 = 2.9870 au (84.0 % of q_AE), failure 2 = 0.3568 au (10.0 %)
bfd: failure 1 = 2.9824 au (83.9 % of q_AE), failure 2 = 0.3568 au (10.0 %)
1 au = 9.71736e+21 V/m^2; e*au*barn/h = 234.965 MHz; rough Q(35Cl) = -0.082 b
AE: q = 34.54e21 V/m^2, eQq/h = -68.5 MHz
FC: q = 31.08e21 V/m^2, eQq/h = -61.6 MHz
ccECP: q = 2.05e21 V/m^2, eQq/h = -4.1 MHz
BFD: q = 2.10e21 V/m^2, eQq/h = -4.2 MHz
```
